# Local convergence of coupled-cluster amplitude iterations, with damping and level shifts: verification in Python

```python
"""Local convergence of the coupled-cluster amplitude iteration.

Result under test: t_new = t - beta * Omega(t) / (D + s) has the error matrix
M = 1 - beta (D + s)^(-1) A at a solution, and its spectral radius rho decides
local convergence (rho < 1) or instability (rho > 1).
Omega: CCSD residual; A: its Jacobian; D: orbital-energy gaps;
s: level shift; beta: step factor (beta = 1 means no damping);
lambda: eigenvalues of (D + s)^(-1) A; m = 1 - beta * lambda.
Model: half-filled open Hubbard chain. Energy unit: the strong hopping, 'hop'.
"""
from itertools import combinations
from types import SimpleNamespace

import numpy as np
from scipy.linalg import eig
from scipy.optimize import brentq


def build_chain(hoppings):
    """Determinant-space operators in the basis of hopping orbitals."""
    n_sites = len(hoppings) + 1
    n_occ = n_sites // 2
    n_modes = 2 * n_sites
    hop_matrix = -np.diag(hoppings, 1) - np.diag(hoppings, -1)
    orbital_energy, orbitals = np.linalg.eigh(hop_matrix)
    # Spin orbital 2*p + spin; Jordan-Wigner matrices for annihilation.
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    annihilate = []
    for mode in range(n_modes):
        matrix = np.eye(1)
        for k in range(n_modes):
            factor = parity if k < mode else lower if k == mode else np.eye(2)
            matrix = np.kron(matrix, factor)
        annihilate.append(matrix)
    occupation = np.array([np.diag(a.T @ a) for a in annihilate])
    in_sector = ((occupation[0::2].sum(axis=0) == n_occ)
                 & (occupation[1::2].sum(axis=0) == n_occ))
    sector = np.flatnonzero(in_sector)
    window = np.ix_(sector, sector)
    # The Hamiltonian is assembled from site operators.
    site = [[sum(orbitals[x, p] * annihilate[2 * p + spin]
                 for p in range(n_sites)) for spin in (0, 1)]
            for x in range(n_sites)]
    kinetic = np.zeros_like(annihilate[0])
    repulsion = np.zeros_like(kinetic)
    for x in range(n_sites):
        up, down = site[x]
        repulsion += up.T @ up @ down.T @ down
        for y in range(n_sites):
            if hop_matrix[x, y] != 0.0:
                for spin in (0, 1):
                    kinetic += (hop_matrix[x, y]
                                * site[x][spin].T @ site[y][spin])
    occupied = range(2 * n_occ)
    virtual = range(2 * n_occ, n_modes)
    excitations, gaps = [], []
    for rank in (1, 2):
        for holes in combinations(occupied, rank):
            for particles in combinations(virtual, rank):
                if sum(i % 2 for i in holes) != sum(a % 2 for a in particles):
                    continue
                operator = np.eye(2 ** n_modes)
                for a in particles:
                    operator = operator @ annihilate[a].T
                for i in reversed(holes):
                    operator = operator @ annihilate[i]
                excitations.append(operator[window])
                gaps.append(sum(orbital_energy[a // 2] for a in particles)
                            - sum(orbital_energy[i // 2] for i in holes))
    reference = (occupation[:2 * n_occ, sector].sum(axis=0)
                 == 2 * n_occ).astype(float)
    tau = np.array(excitations)
    return SimpleNamespace(kinetic=kinetic[window], repulsion=repulsion[window],
                           tau=tau, kets=(tau @ reference).T,
                           gaps=np.array(gaps), reference=reference,
                           orbital_energy=orbital_energy)


def cluster_exponentials(t, chain):
    """exp(T) and exp(-T); T**5 vanishes for at most four electrons."""
    T = np.tensordot(t, chain.tau, axes=1)
    T2 = T @ T
    even = np.eye(len(T)) + T2 / 2 + T2 @ T2 / 24
    odd = T + T2 @ T / 6
    return even + odd, even - odd


def transformed_reference(t, chain, H):
    forward, backward = cluster_exponentials(t, chain)
    return backward @ (H @ (forward @ chain.reference))


def residual(t, chain, H):
    return chain.kets.T @ transformed_reference(t, chain, H)


def jacobian(t, chain, H):
    """Matrix elements of exp(-T) [H, tau] exp(T)."""
    forward, backward = cluster_exponentials(t, chain)
    psi = forward @ chain.reference
    commutator = (chain.tau @ psi) @ H.T - chain.tau @ (H @ psi)
    return chain.kets.T @ backward @ commutator.T


def newton(t, chain, H):
    for _ in range(60):
        step = np.linalg.solve(jacobian(t, chain, H), residual(t, chain, H))
        t = t - step
        if np.linalg.norm(step) < 1e-13:
            break
    assert np.linalg.norm(residual(t, chain, H)) < 1e-11
    return t


def complex_step_jacobian(function, t):
    columns = []
    for k in range(len(t)):
        displaced = t.astype(complex)
        displaced[k] += 1e-20j
        columns.append(function(displaced).imag / 1e-20)
    return np.array(columns).T


# Two sites: CCSD is complete, so A must give exact energy differences.
U = 4.0
dimer = build_chain([1.0])
H_dimer = dimer.kinetic + U * dimer.repulsion
exact_dimer = np.linalg.eigvalsh(H_dimer)
t_low = newton(np.zeros(len(dimer.gaps)), dimer, H_dimer)
A_low = jacobian(t_low, dimer, H_dimer)
dimer_low = np.sort(np.linalg.eigvals(A_low).real)
assert np.allclose(dimer_low, exact_dimer[1:] - exact_dimer[0], atol=1e-9)
t_high = np.zeros_like(t_low)
t_high[-1] = -1.0 / t_low[-1]
t_high = newton(t_high, dimer, H_dimer)
A_high = jacobian(t_high, dimer, H_dimer)
dimer_high = np.sort(np.linalg.eigvals(A_high).real)
assert np.allclose(dimer_high, exact_dimer[:-1] - exact_dimer[-1], atol=1e-9)
assert np.linalg.det(A_high) < 0
# A negative determinant must leave an m > 1 for every shift and damping.
for s in (0.0, 0.5, 2.0, 10.0, 100.0):
    for beta in (0.1, 0.5, 1.0):
        M_high = np.eye(3) - beta * A_high / (dimer.gaps + s)[:, None]
        assert np.linalg.eigvals(M_high).real.max() > 1.0

# Four sites: follow the CCSD solution as the repulsion grows.
hoppings = [1.0, 0.5, 1.0]
chain = build_chain(hoppings)
D = chain.gaps
n_amp = len(D)
solution = np.zeros(n_amp)
history = []
for repulsion_strength in (1.0, 2.0, 3.0, U):
    H = chain.kinetic + repulsion_strength * chain.repulsion
    solution = newton(solution, chain, H)
    A = jacobian(solution, chain, H)
    spectrum = np.linalg.eigvals(A / D[:, None])
    history.append((repulsion_strength, spectrum.real.min(),
                    spectrum.real.max(), np.abs(1 - spectrum).max()))
energy_cc = chain.reference @ transformed_reference(solution, chain, H)
energy_hf = chain.reference @ H @ chain.reference
energy_exact = np.linalg.eigvalsh(H)[0]
numerical_A = complex_step_jacobian(lambda t: residual(t, chain, H), solution)
jacobian_error = np.abs(A - numerical_A).max()
assert jacobian_error < 1e-10


def error_matrix(s, beta):
    return np.eye(n_amp) - beta * A / (D + s)[:, None]


def radius(s, beta):
    return np.abs(np.linalg.eigvals(error_matrix(s, beta))).max()


def iterate(t, s, beta, steps, stop=1e-12):
    """Run the nonlinear iteration and record the distance to the solution."""
    errors = [np.linalg.norm(t - solution)]
    for _ in range(steps):
        t = t - beta * residual(t, chain, H) / (D + s)
        errors.append(np.linalg.norm(t - solution))
        if errors[-1] < stop or errors[-1] > 10.0:
            break
    return t, np.array(errors)


def long_run_rate(error, s, beta, settle=1000, count=1000):
    """Mean error factor of the nonlinear map, error rescaled at each step."""
    size = 1e-6
    log_sum = 0.0
    for n in range(settle + count):
        t = solution + size * error
        t = t - beta * residual(t, chain, H) / (D + s)
        error = (t - solution) / size
        length = np.linalg.norm(error)
        if n >= settle:
            log_sum += np.log(length)
        error = error / length
    return np.exp(log_sum / count)


# Damping, defined as mixing of old and new amplitudes.
mix = 0.6


def damped_map(t):
    return (1 - mix) * t + mix * (t - residual(t, chain, H) / D)


mixed_eigenvalues = np.linalg.eigvals(complex_step_jacobian(damped_map, solution))
assert np.allclose(np.sort(mixed_eigenvalues.real),
                   np.sort((1 - mix * spectrum).real), atol=1e-7)
assert spectrum.real.min() > 0 and radius(0.0, 1.0) > 1
beta_edge = (2 * spectrum.real / np.abs(spectrum) ** 2).min()
beta_best = 2 / (spectrum.real.min() + spectrum.real.max())
beta_grid = np.arange(0.05, 1.2, 0.002)
beta_scan = beta_grid[np.argmin([radius(0.0, b) for b in beta_grid])]
assert abs(beta_scan - beta_best) < 0.003  # limited by the grid spacing

# Level shift: slope of each isolated eigenvalue against finite differences.
values, left, right = eig(A / D[:, None], left=True, right=True)
slopes = np.array([-values[k] * (left[:, k].conj() @ (right[:, k] / D))
                   / (left[:, k].conj() @ right[:, k]) for k in range(n_amp)])
h = 1e-5
above = np.linalg.eigvals(A / (D + h)[:, None])
below = np.linalg.eigvals(A / (D - h)[:, None])
n_isolated = 0
for k in range(n_amp):
    if np.abs(np.delete(values, k) - values[k]).min() > 1e-2:
        n_isolated += 1
        difference = (above[np.argmin(np.abs(above - values[k]))]
                      - below[np.argmin(np.abs(below - values[k]))]) / (2 * h)
        assert abs(difference - slopes[k]) < 1e-4
assert n_isolated >= 5
top = np.argmax(values.real)
top_slope_numerical = (above.real.max() - below.real.max()) / (2 * h)

# Large shifts: s * lambda must approach the eigenvalues of A itself.
A_eigenvalues = np.linalg.eigvals(A)
large = 1e5
scaled = large * np.linalg.eigvals(A / (D + large)[:, None])
assert np.allclose(np.sort(scaled.real), np.sort(A_eigenvalues.real), rtol=1e-3)

# Stability edge of the shift: closed eigenvalue problem against root search.
edge_values = np.linalg.eigvals(A / 2 - np.diag(D))
shift_edge = edge_values[np.abs(edge_values.imag) < 1e-9].real.max()
shift_root = brentq(lambda s: radius(s, 1.0) - 1, 0.0, 10.0)
assert abs(shift_edge - shift_root) < 1e-7
shift_grid = np.arange(0.0, 10.0, 0.01)
shift_best = shift_grid[np.argmin([radius(s, 1.0) for s in shift_grid])]

# Nonlinear iterations against the linear law e_n = M**n e_0.
random = np.random.default_rng(7)
direction = random.normal(size=n_amp)
direction /= np.linalg.norm(direction)
settings = [("plain", 0.0, 1.0), ("damped", 0.0, beta_best),
            ("shifted", shift_best, 1.0)]
for _, s, beta in settings:
    start_error = 1e-8 * direction
    final, _ = iterate(solution + start_error, s, beta, 12, stop=0.0)
    predicted = np.linalg.matrix_power(error_matrix(s, beta), 12) @ start_error
    assert (np.linalg.norm(final - solution - predicted)
            < 1e-3 * np.linalg.norm(predicted))

# The long-run error factor of a generic start must equal rho.
long_run = {}
for name, s, beta in settings:
    long_run[name] = long_run_rate(direction, s, beta)
    assert abs(long_run[name] - radius(s, beta)) < 2e-3  # finite averaging

# A ratio over 20 steps depends on the mode mixture; M must still predict it
# from the actual error vector at the beginning of those steps.
short_run = {}
start = solution + 1e-3 * direction
for name, s, beta in settings[1:]:
    _, errors = iterate(start, s, beta, 3000, stop=1e-11)
    assert errors[-1] < 1e-11
    short_run[name] = (errors[-1] / errors[-21]) ** (1 / 20)
    earlier, _ = iterate(start, s, beta, len(errors) - 21, stop=0.0)
    predicted = (np.linalg.matrix_power(error_matrix(s, beta), 20)
                 @ (earlier - solution))
    assert abs(np.linalg.norm(predicted) / errors[-1] - 1) < 1e-2

# Behaviour on both sides of each stability edge.
near = solution + 1e-4 * direction
for s, beta, converges in ((0.0, 0.95 * beta_edge, True),
                           (0.0, 1.05 * beta_edge, False),
                           (shift_edge + 0.3, 1.0, True),
                           (shift_edge - 0.3, 1.0, False)):
    _, errors = iterate(near, s, beta, 3000)
    assert errors[-1] < 1e-10 if converges else errors[-1] > 1e-3

print("Hoppings (hop):", hoppings, " U (hop):", U)
print("Orbital energies (hop):", np.round(chain.orbital_energy, 4))
print(f"CCSD amplitudes (count): {n_amp}")
print(f"Gaps D, min and max (hop): {D.min():.4f} {D.max():.4f}")
print(f"Hartree-Fock energy (hop): {energy_hf:.6f}")
print(f"CCSD energy (hop): {energy_cc:.6f}")
print(f"Exact energy (hop): {energy_exact:.6f}")
print(f"Jacobian difference, max (hop): {jacobian_error:.1e}")
print("Plain iteration: U (hop), lambda min, lambda max, rho")
for row in history:
    print("  {:.1f}  {:.4f}  {:.4f}  {:.4f}".format(*row))
print(f"Largest |Im lambda| at final U: {np.abs(spectrum.imag).max():.1e}")
print(f"A eigenvalues, min and max real part (hop): "
      f"{A_eigenvalues.real.min():.4f} {A_eigenvalues.real.max():.4f}")
print(f"Damping edge beta: {beta_edge:.4f}")
print(f"Best beta: {beta_best:.4f}  rho: {radius(0, beta_best):.4f}")
print("Damping table: beta, rho")
for beta in (1.0, 0.8, 0.6, 0.4, 0.2):
    print(f"  {beta:.1f}  {radius(0.0, beta):.4f}")
print(f"Top lambda slope, formula (1/hop): {slopes[top].real:.5f}")
print(f"Top lambda slope, difference (1/hop): {top_slope_numerical:.5f}")
print(f"Top mode effective gap (hop): {(-values[top] / slopes[top]).real:.4f}")
print(f"Isolated eigenvalues tested (count): {n_isolated}")
print(f"Shift edge, eigenvalue problem (hop): {shift_edge:.5f}")
print(f"Shift edge, root search (hop): {shift_root:.5f}")
print(f"Best shift (hop): {shift_best:.2f}  rho: {radius(shift_best, 1):.4f}")
print("Shift table: s (hop), lambda min, lambda max, rho")
for s in (0.0, 1.0, 2.0, 4.0, 8.0):
    shifted = np.linalg.eigvals(A / (D + s)[:, None]).real
    print(f"  {s:.1f}  {shifted.min():.4f}  {shifted.max():.4f}"
          f"  {radius(s, 1.0):.4f}")
print("Long-run error factor per step, and rho")
for name, s, beta in settings:
    print(f"  {name}: {long_run[name]:.4f}  {radius(s, beta):.4f}")
print("Mean factor over the last 20 steps to error 1e-11")
for name in short_run:
    print(f"  {name}: {short_run[name]:.4f}")
print("Four largest |m|")
for name, s, beta in settings[1:]:
    moduli = np.sort(np.abs(np.linalg.eigvals(error_matrix(s, beta))))[::-1]
    print(f"  {name}:", np.round(moduli[:4], 4))
print("Start from t = 0: steps done, final amplitude error")
for name, s, beta in settings:
    _, errors = iterate(np.zeros(n_amp), s, beta, 500, stop=1e-8)
    print(f"  {name}: {len(errors) - 1}  {errors[-1]:.2e}")
print("Dimer A eigenvalues, ground root (hop):", np.round(dimer_low, 4))
print("Dimer A eigenvalues, highest root (hop):", np.round(dimer_high, 4))
print(f"Dimer double amplitude, both roots: {t_low[-1]:.4f} {t_high[-1]:.4f}")
print("success")
```

Running it gives:

```
Hoppings (hop): [1.0, 0.5, 1.0]  U (hop): 4.0
Orbital energies (hop): [-1.2808 -0.7808  0.7808  1.2808]
CCSD amplitudes (count): 26
Gaps D, min and max (hop): 1.5616 5.1231
Hartree-Fock energy (hop): -0.123106
CCSD energy (hop): -1.717749
Exact energy (hop): -1.721609
Jacobian difference, max (hop): 8.9e-16
Plain iteration: U (hop), lambda min, lambda max, rho
  1.0  0.7649  1.3032  0.3032
  2.0  0.5886  1.6747  0.6747
  3.0  0.4550  2.1068  1.1068
  4.0  0.3462  2.5883  1.5883
Largest |Im lambda| at final U: 0.0e+00
A eigenvalues, min and max real part (hop): 0.6707 9.7177
Damping edge beta: 0.7727
Best beta: 0.6816  rho: 0.7641
Damping table: beta, rho
  1.0  1.5883
  0.8  1.0706
  0.6  0.7923
  0.4  0.8615
  0.2  0.9308
Top lambda slope, formula (1/hop): -1.48492
Top lambda slope, difference (1/hop): -1.48492
Top mode effective gap (hop): 1.7430
Isolated eigenvalues tested (count): 10
Shift edge, eigenvalue problem (hop): 0.75109
Shift edge, root search (hop): 0.75109
Best shift (hop): 1.30  rho: 0.7919
Shift table: s (hop), lambda min, lambda max, rho
  0.0  0.3462  2.5883  1.5883
  1.0  0.2294  1.8968  0.8968
  2.0  0.1712  1.5871  0.8288
  4.0  0.1134  1.1963  0.8866
  8.0  0.0677  0.8016  0.9323
Long-run error factor per step, and rho
  plain: 1.5883  1.5883
  damped: 0.7641  0.7641
  shifted: 0.7919  0.7919
Mean factor over the last 20 steps to error 1e-11
  damped: 0.7426
  shifted: 0.7915
Four largest |m|
  damped: [0.7641 0.7641 0.7161 0.7151]
  shifted: [0.7919 0.7918 0.7868 0.783 ]
Start from t = 0: steps done, final amplitude error
  plain: 15  1.55e+01
  damped: 46  9.69e-09
  shifted: 58  8.02e-09
Dimer A eigenvalues, ground root (hop): [0.8284 4.8284 5.6569]
Dimer A eigenvalues, highest root (hop): [-5.6569 -4.8284 -0.8284]
Dimer double amplitude, both roots: -0.4142 2.4142
success
```
